# When adsorption must rise with chemical potential, and when it need not, part 1

(Sections cited here and not found follow in the second part.)

## 1. The adsorbed amount at equilibrium

A coverage solver that settles on the wrong root can report fewer adsorbed molecules at a higher gas pressure. If nothing rules this out, the result passes for surface chemistry, and dose times or process windows are built on it. The opposite error is also possible. A routine that forces every measured isotherm to rise will distort sound data, because one of the two quantities called "adsorption" may fall once the layer begins to saturate, most visibly in a dense gas.

The two quantities are the adsorbed amount, which counts the molecules in the surface layer, and the Gibbs excess, which subtracts the gas that would otherwise fill the same volume. At fixed temperature and full equilibrium, and with negligible interaction between the layer and the gas beyond it, the first can never decrease as the adsorbate chemical potential rises. The second obeys the same rule only under a condition, derived in the second half.

### System and conventions

Consider a flat surface of fixed area \(A\) at fixed temperature \(T\). The solid is inert: it neither dissolves the adsorbate nor changes its own composition. If other species are present, their chemical potentials are held fixed. The surface layer is a region of fixed volume that can hold \(N\) adsorbate molecules, and it exchanges them with a large gas reservoir at chemical potential \(\mu\). Interactions between molecules in the layer and molecules in the gas beyond it are neglected. This is accurate for a dilute gas, but not in general for a dense interacting fluid, where the free energy of the layer would depend on its surroundings.

Let \(F(N)\) be the Helmholtz free energy of the layer with \(N\) molecules, minus that of the clean surface, so \(F(0)=0\). Per area, write \(n=N/A\) and \(f(n)=F(N)/A\). The function \(f\) depends on \(T\) but not on \(\mu\).

The layer and reservoir together have fixed temperature, volumes and total number \(N_{\rm tot}\), so equilibrium minimises their total Helmholtz free energy. Moving \(N\) molecules out of a large reservoir changes its free energy by \(-\mu N\), because \(\mu\) is the derivative of that free energy with respect to number. Corrections vanish as the reservoir grows. Hence

\[
F_{\rm total}=F(N)+F_{\rm res}(N_{\rm tot})-\mu N .
\]

The middle term does not depend on \(N\). Dropping it and dividing by \(A\) gives the equilibrium surface free energy relative to the clean surface,

\[
\gamma(\mu)=\min_n\,[\,f(n)-\mu n\,]. \tag{1}
\]

The layer holds a bounded number of molecules, so the minimum exists. Since \(n=0\) is allowed and gives zero, \(\gamma\le 0\): equilibrium adsorption lowers the layer free energy defined in this way. The Gibbs surface free energy of the second half adds a positive term and can have either sign. The minimising \(n\) is the adsorbed amount \(\Gamma\), in molecules per area. The zero of \(\mu\) is free. Adding a constant \(c\) to \(\mu\) requires adding \(cn\) to \(f\), and equation (1) is unchanged.

### Concavity

For each fixed \(n\), the bracket in equation (1) is a straight line in \(\mu\) with slope \(-n\). The equilibrium free energy is the lower envelope of these lines. To show that the envelope is concave, take \(\mu_1\), \(\mu_2\) and a number \(\lambda\) between 0 and 1, and set \(\mu_\lambda=(1-\lambda)\mu_1+\lambda\mu_2\). For any \(n\),

\[
f(n)-\mu_\lambda n=(1-\lambda)[f(n)-\mu_1 n]+\lambda[f(n)-\mu_2 n],
\]

because the two copies of \(f\) have weights that add to one. Each bracket on the right is at least its own minimum, so

\[
f(n)-\mu_\lambda n\ \ge\ (1-\lambda)\gamma(\mu_1)+\lambda\gamma(\mu_2).
\]

The right side does not depend on \(n\). The inequality therefore survives minimisation of the left side:

\[
\gamma(\mu_\lambda)\ \ge\ (1-\lambda)\gamma(\mu_1)+\lambda\gamma(\mu_2). \tag{2}
\]

This is concavity. Nothing was assumed about the shape of \(f\), which may have several minima and regions of either curvature.

### The amount cannot fall

Let \(n_1\) and \(n_2\) be minimisers at \(\mu_1\) and \(\mu_2\). Each does at least as well at its own potential as the other does:

\[
f(n_1)-\mu_1n_1\le f(n_2)-\mu_1n_2,
\qquad
f(n_2)-\mu_2n_2\le f(n_1)-\mu_2n_1 .
\]

Add the two inequalities. The terms \(f(n_1)+f(n_2)\) appear on both sides and cancel, leaving

\[
-\mu_1n_1-\mu_2n_2\le-\mu_1n_2-\mu_2n_1 .
\]

Moving everything to the right and factoring gives

\[
(\mu_2-\mu_1)(n_2-n_1)\ge 0. \tag{3}
\]

If \(\mu_2>\mu_1\), then \(n_2\ge n_1\). No derivative was taken, so the result also covers jumps.

The link to the slope of \(\gamma\) follows from using the minimiser \(n\) at \(\mu\) as a trial value at another potential \(\mu'\):

\[
\gamma(\mu')\le f(n)-\mu'n=\gamma(\mu)-(\mu'-\mu)n .
\]

For \(\mu'>\mu\), division by the positive number \(\mu'-\mu\) shows that the difference quotient is at most \(-n\). For \(\mu'<\mu\) the divisor is negative, the inequality reverses, and the quotient is at least \(-n\). Where \(\gamma\) has a derivative, both one-sided limits agree, so

\[
\Gamma=-\frac{d\gamma}{d\mu}\qquad(T\ \text{fixed}). \tag{4}
\]

At a kink, every minimiser lies between minus the left slope and minus the right slope.

For an implementation with a finite list of computed surface structures, equation (1) says: evaluate \(f_i-\mu n_i\) for every structure and keep the lowest. The stable structures then appear in order of increasing \(n_i\). If a fitted \(f\) is allowed to depend on \(\mu\), for instance through an interaction parameter tuned at each pressure, the lines are no longer straight and the proof is lost.

A related rule holds when the solid itself contains the adsorbate element, as a nitride contains nitrogen. Let the solid have fixed composition MX\(_x\) and free energy \(g_b\) per formula unit, so that \(\mu_{\rm M}+x\mu_{\rm X}=g_b\). Eliminating \(\mu_{\rm M}\),

\[
F-\mu_{\rm M}N_{\rm M}-\mu_{\rm X}N_{\rm X}
=F-g_bN_{\rm M}-\mu_{\rm X}(N_{\rm X}-xN_{\rm M}).
\]

With \(g_b\) constant, this is again a straight line in \(\mu_{\rm X}\). The quantity that cannot decrease is now \((N_{\rm X}-xN_{\rm M})/A\), the amount of X beyond what the solid's composition accounts for.

### Fluctuations give the slope

Equation (1) describes a large surface. A surface of any size can be treated by summing over all numbers of molecules. Let \(Z_N=e^{-F(N)/kT}\), where \(k\) is Boltzmann's constant, and define

\[
\Xi=\sum_N Z_N e^{\mu N/kT},\qquad \gamma=-\frac{kT}{A}\ln\Xi .
\]

Differentiating the sum brings down a factor \(N/kT\) in each term. Therefore

\[
-\frac{d\gamma}{d\mu}=\frac{kT}{A}\,\frac1\Xi\sum_N\frac{N}{kT}Z_Ne^{\mu N/kT}
=\frac{\langle N\rangle}{A}=\Gamma .
\]

For the next derivative, \(\langle N\rangle\) is a quotient of two sums. Differentiating its numerator gives \(\langle N^2\rangle/kT\), and differentiating its denominator gives \(-\langle N\rangle^2/kT\). Thus

\[
\frac{d\Gamma}{d\mu}=\frac{\langle N^2\rangle-\langle N\rangle^2}{A\,kT}
=\frac{{\rm Var}(N)}{A\,kT}\ge0. \tag{5}
\]

The amount rises because numbers fluctuate, and a variance cannot be negative. The sign of the interaction between molecules does not matter. Equation (5) also has a practical use: a simulation at one value of \(\mu\) yields the slope of the isotherm from its recorded values of \(N\). If the simulated cell also contains gas that interacts with the layer, the variance must be replaced by the covariance of the layer's number with the total number in the cell.

The sum and the minimum agree for large areas. If \(\gamma_{\min}\) is the minimum over the allowed \(N\), then \(\Xi\) is at least its largest term and at most \(N_{\max}+1\) times that term. Taking \(-(kT/A)\ln\) reverses the order:

\[
\gamma_{\min}-\frac{kT}{A}\ln(N_{\max}+1)\le\gamma\le\gamma_{\min}.
\]

At 450 K, \(kT=0.03878\) eV. With 5 sites per nm\(^2\) and \(A=100\) nm\(^2\), \(N_{\max}=500\), and the difference is at most \(0.03878\times\ln 501/100=0.0024\) eV nm\(^{-2}\).

Equations (4) and (5) were tested on a periodic square lattice of 16 sites by summing over all \(2^{16}\) occupation patterns. The energies per occupied neighbour pair were \(-0.08\), \(-0.02\) and \(0.06\) eV, with three potentials for each. Derivatives of \(\gamma\) by finite differences were compared with the mean and variance of \(N\). The largest errors, relative to the values from the mean and variance, were \(5.0\times10^{-6}\) for \(\Gamma\) and \(2.5\times10^{-4}\) for its slope.

Independent sites show the two limits. Let there be \(n_s\) sites per area, each holding at most one molecule with adsorption free energy \(g\). One site contributes \(1+e^{(\mu-g)/kT}\) to the product that forms \(\Xi\), so

\[
\gamma=-n_skT\ln\!\left[1+e^{(\mu-g)/kT}\right],\qquad
\theta=\frac{\Gamma}{n_s}=\frac{e^{(\mu-g)/kT}}{1+e^{(\mu-g)/kT}} .
\]

Differentiation gives \(d\Gamma/d\mu=n_s\theta(1-\theta)/kT\). At low coverage the slope is \(\Gamma/kT\), as for an ideal gas. Near saturation it is controlled by the few vacancies and tends to zero from above.

### Attraction, jumps and false roots

Strong attraction makes the word "equilibrium" essential. Consider a square lattice with energy \(w\) per occupied neighbour pair, treated in the mean-field approximation. Each site has four neighbours and each pair is shared by two sites, so there are two pairs per site, and the mean pair energy per site is \(2w\theta^2\). The number of ways to place \(N\) molecules on \(M\) sites is \(M!/[N!(M-N)!]\). With \(\ln M!\approx M\ln M-M\), its logarithm gives the entropy terms in the free energy per site,

\[
f_s=g\theta+2w\theta^2+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)] .
\]

Setting the derivative of \(f_s-\mu\theta\) to zero yields

\[
\mu=g+4w\theta+kT\ln\frac{\theta}{1-\theta},\qquad
\frac{d\mu}{d\theta}=4w+\frac{kT}{\theta(1-\theta)} . \tag{6}
\]

At \(\theta=1/2\) the second expression is \(4(w+kT)\), which is negative when \(w<-kT\). For \(w=-0.08\) eV at 450 K it equals \(4(-0.08+0.03878)=-0.1649\) eV, so \(d\theta/d\mu=-6.06\) eV\(^{-1}\). A root finder applied to equation (6) can land on this branch and report coverage that falls with rising \(\mu\). The branch is a local maximum of \(f_s-\mu\theta\), not an equilibrium state.

Within the mean-field approximation, the equilibrium transition follows from symmetry. At \(\mu=g+2w\),

\[
f_s-\mu\theta=-2w\theta(1-\theta)+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)],
\]

which is unchanged when \(\theta\) and \(1-\theta\) are exchanged. Two equally deep minima therefore coexist. Raising \(\mu\) slightly adds a term proportional to \(-\theta\), which favours the fuller one; lowering it favours the emptier one. With \(g=0.05\) eV the jump is at \(0.05-0.16=-0.11\) eV, and the coverage goes from 0.0185 to 0.9815. At 5 sites per nm\(^2\), \(\Gamma\) rises by about 4.8 nm\(^{-2}\), and \(\gamma\) has a kink there. The size of the jump and the threshold \(w<-kT\) are mean-field results. In the exact solution of the square lattice, which includes neighbour correlations, a jump requires \(w<-1.76\,kT\), and for the present \(w\) the jump in coverage is 0.929 instead of the mean-field 0.963.

Global minimisation on a coverage grid was tested at 202 potentials within 0.1 eV of the jump. The coverage never fell, and \(\gamma\) was concave, even though \(f_s\) has curvature of both signs.

A layer that has not reached equilibrium may remain in the shallower minimum. Along either such branch \(d\mu/d\theta\) is positive, so coverage still rises with \(\mu\). The rule can fail when states with different histories are compared: a layer left full on the way down at low \(\mu\) may hold more than a layer left nearly empty on the way up at higher \(\mu\). A solver should therefore find all the roots, compare \(f_s-\mu\theta\), and keep the lowest.

## 2. The Gibbs excess and an ammonia example

The symbols carried over are these. The layer free energy per area, relative to the clean surface, is \(\gamma(\mu)\). The adsorbed amount is \(\Gamma=-d\gamma/d\mu=\langle N\rangle/A\), and its slope is \({\rm Var}(N)/(A\,kT)\ge0\) at fixed \(T\). There are \(n_s\) sites per area with coverage \(\theta=\Gamma/n_s\), adsorption free energy \(g\), and energy \(w\) per occupied neighbour pair.

### What the subtraction changes

Let the layer extend a distance \(t\) from the edge of the solid, far enough that the gas beyond it is undisturbed. If uniform gas at pressure \(p\) and number density \(\rho\) filled that volume, its grand potential would be \(-pAt\). The Gibbs surface free energy subtracts this reference:

\[
\gamma_G=\gamma-(-pt)=\gamma+pt .
\]

At fixed temperature a uniform gas obeys \(dp=\rho\,d\mu\). The Gibbs excess is therefore

\[
\Gamma_G=-\frac{d\gamma_G}{d\mu}=\Gamma-\rho t. \tag{7}
\]

Moving the outer edge of the layer further into undisturbed gas adds equal amounts to \(\Gamma\) and \(\rho t\), so \(\Gamma_G\) does not change. The adsorbed amount \(\Gamma\) does depend on where the layer is taken to end. This is why the two quantities have different uses.

The slope of equation (7) is \(d\Gamma/d\mu-t\,d\rho/d\mu\). The argument that led to equation (5) applies equally to gas in a fixed volume \(At\), if interactions across its boundary are again neglected, and gives \({\rm Var}(N)_{\rm gas}=kT\,At\,d\rho/d\mu\). Consequently

\[
\frac{d\Gamma_G}{d\mu}=\frac{{\rm Var}(N)_{\rm layer}-{\rm Var}(N)_{\rm gas}}{A\,kT}. \tag{8}
\]

Each variance is non-negative, but their difference can have either sign. In terms of free energies, \(\gamma\) is concave and \(pt\) is convex in \(\mu\), so their sum has no guaranteed curvature. Within this approximation, the Gibbs excess rises as long as the number of molecules in the layer fluctuates more than it would in the same volume of gas. In a dense fluid with interactions across the outer edge, equation (8) can give the wrong sign, and \(d\Gamma/d\mu\) should be compared directly with \(t\,d\rho/d\mu\).

For an ideal gas at fixed temperature \(\rho\) is proportional to \(e^{\mu/kT}\), so \(d\rho/d\mu=\rho/kT\). The condition for a rising excess becomes

\[
kT\frac{d\Gamma}{d\mu}>\rho t. \tag{9}
\]

At fixed temperature and full equilibrium, with negligible interaction between the layer and the gas beyond it, the adsorbed amount cannot fall as the chemical potential rises, whereas the Gibbs excess is sure to rise only where the layer term in its slope exceeds the gas term. What remains is to show an exactly solvable case in which the excess does fall, and to see how much the distinction matters for ammonia on a surface at 450 K.
